**Ring critical points in a planar M2X2 density**

For N nuclear, B bond, R ring and C cage critical points, the rule N − B + R − C = 1 gives R = 1 with four M–X bond paths and R = 2 when an M–M path is added, provided N = 4 and C = 0. The program builds a model density from four Gaussian atoms and asserts the counts (4, 4, 1, 0) at an M–M distance of 5.6 bohr and (4, 5, 2, 0) at 4.4 bohr, with M–X fixed at 3.8 bohr. It also asserts which atoms each bond path joins, and that the Euler characteristic counted on a grid agrees with the critical points above each threshold. The central curvatures are compared with finite differences, and the splitting of the ring point with a quartic expansion. The output places the change of topology at 4.85 bohr (2.57 Å) for these model parameters. Terminal atoms leave R unchanged in both geometries, while moving about 2.0 or 1.4 electrons between the metals and the ring centre reverses the topology. The density is a model and does not predict whether a particular molecule has an M–M bond path.

## Numerical check

```python
"""
Result under test: for an isolated planar M2X2 ring without cage points,
N - B + R - C = 1 gives R = 1 for four M-X bond paths and R = 2 when a
transannular M-M bond path is added.
N, B, R, C: numbers of nuclear, bond, ring and cage critical points.
Model density: spherical Gaussian atoms, M at (+-a,0,0), X at (0,+-b,0).
Lengths are in bohr, densities in electrons/bohr^3.
"""
from itertools import product
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants, angstrom

ALPHA = 0.5
N_M, N_X = 12.0, 6.0
BOND = 3.8
LONG, SHORT = 5.6, 4.4
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] / angstrom
KINDS = ("nuclear", "bond", "ring", "cage")
ATOM_NAMES = ("M1", "M2", "X1", "X2")


def make_ring(mm_distance):
    a = mm_distance / 2
    b = np.sqrt(BOND**2 - a**2)
    centres = np.array([[a, 0, 0], [-a, 0, 0], [0, b, 0], [0, -b, 0]])
    return centres, np.array([N_M, N_M, N_X, N_X])


def derivatives(points, model):
    """Density, gradient and Hessian at an array of points."""
    centres, electrons = model
    shift = points[:, None, :] - centres[None, :, :]
    parts = electrons * (ALPHA / np.pi)**1.5 * np.exp(
        -ALPHA * np.sum(shift**2, axis=2))
    rho = parts.sum(axis=1)
    grad = -2 * ALPHA * np.einsum("pn,pni->pi", parts, shift)
    weighted = parts[:, :, None] * shift
    hess = 4 * ALPHA**2 * np.einsum("pni,pnj->pij", weighted, shift)
    hess -= 2 * ALPHA * rho[:, None, None] * np.eye(3)
    return rho, grad, hess


def critical_points(model):
    """Three-dimensional Newton search from many starting points."""
    limit = np.max(np.abs(model[0]), axis=0) + np.array([0.5, 0.5, 1.5])
    xs = np.arange(-limit[0] // 0.2 * 0.2, limit[0], 0.2) + 0.013
    ys = np.arange(-limit[1] // 0.2 * 0.2, limit[1], 0.2) + 0.017
    points = np.array(list(product(xs, ys, (0.0, 0.6))))
    for _ in range(60):
        points = points[np.all(np.abs(points) < limit, axis=1)]
        _, grad, hess = derivatives(points, model)
        step = -np.linalg.solve(hess, grad[:, :, None])[:, :, 0]
        length = np.linalg.norm(step, axis=1)
        points = points + step / np.maximum(1, length / 0.3)[:, None]
    points = points[np.all(np.abs(points) < limit, axis=1)]
    _, grad, _ = derivatives(points, model)
    points = points[np.linalg.norm(grad, axis=1) < 1e-12]
    unique = []
    for point in points:
        if all(np.linalg.norm(point - old) > 1e-4 for old in unique):
            unique.append(point)
    unique = np.array(unique)
    rho, _, hess = derivatives(unique, model)
    eigenvalues = np.linalg.eigvalsh(hess)
    assert np.min(np.abs(eigenvalues)) > 1e-5
    positive = np.sum(eigenvalues > 0, axis=1)
    return unique, rho, eigenvalues, positive


def count(result):
    return tuple(int(np.sum(result[3] == p)) for p in range(4))


def joined_atoms(model, result):
    """Follow the density uphill both ways from every bond point."""
    pairs = []
    for point in result[0][result[3] == 1]:
        _, _, hess = derivatives(point[None, :], model)
        direction = np.linalg.eigh(hess[0])[1][:, -1]
        ends = []
        for sign in (-1, 1):
            walker = point + sign * 0.02 * direction
            for _ in range(400):
                grad = derivatives(walker[None, :], model)[1][0]
                walker = walker + 0.02 * grad / (np.linalg.norm(grad) + 1e-15)
            distance = np.linalg.norm(model[0] - walker, axis=1)
            assert distance.min() < 0.3
            ends.append(ATOM_NAMES[int(np.argmin(distance))])
        pairs.append("-".join(sorted(ends)))
    return sorted(pairs)


def grid_density(model, spacing=0.1):
    x = np.arange(-60, 61) * spacing
    z = np.arange(-35, 36) * spacing
    rho = np.zeros((len(x), len(x), len(z)))
    for centre, electrons in zip(*model):
        gx = np.exp(-ALPHA * (x - centre[0])**2)
        gy = np.exp(-ALPHA * (x - centre[1])**2)
        gz = np.exp(-ALPHA * (z - centre[2])**2)
        factor = electrons * (ALPHA / np.pi)**1.5
        rho += factor * gx[:, None, None] * gy[None, :, None] * gz
    return rho


def euler_characteristic(mask):
    """Vertices - edges + faces - cubes of the retained grid region."""
    total = 0
    for axes in product((0, 1), repeat=3):
        cells = mask
        for axis, extended in enumerate(axes):
            if extended:
                low, high = [slice(None)] * 3, [slice(None)] * 3
                low[axis], high[axis] = slice(None, -1), slice(1, None)
                cells = cells[tuple(low)] & cells[tuple(high)]
        total += (-1)**sum(axes) * int(np.count_nonzero(cells))
    return total


def threshold_history(model, result):
    values = []
    for value in sorted(result[1], reverse=True):
        if not values or abs(value - values[-1]) > 1e-7:
            values.append(value)
    levels = [(u + v) / 2 for u, v in zip(values[:-1], values[1:])]
    levels.append(values[-1] / 2)
    rho = grid_density(model)
    history = []
    for level in levels:
        from_grid = euler_characteristic(rho >= level)
        from_points = int(np.sum((-1.0)**result[3][result[1] > level]))
        assert from_grid == from_points, (level, from_grid, from_points)
        history.append((level, from_grid))
    assert history[-1][1] == 1
    return history


def central_curvatures(mm_distance, alpha=ALPHA):
    a2 = (mm_distance / 2)**2
    b2 = BOND**2 - a2
    norm = (alpha / np.pi)**1.5
    f_m = N_M * norm * np.exp(-alpha * a2)
    f_x = N_X * norm * np.exp(-alpha * b2)
    xx = 4 * alpha * ((2 * alpha * a2 - 1) * f_m - f_x)
    yy = 4 * alpha * ((2 * alpha * b2 - 1) * f_x - f_m)
    return xx, yy


def change_distance(alpha):
    return brentq(lambda d: central_curvatures(d, alpha)[1], SHORT, LONG)


print(f"M, X electrons per atom: {N_M:.0f}, {N_X:.0f}")
print(f"Gaussian exponent: {ALPHA:.2f} bohr^-2; M-X: {BOND:.2f} bohr")

for distance, expected in ((LONG, (4, 4, 1, 0)), (SHORT, (4, 5, 2, 0))):
    model = make_ring(distance)
    result = critical_points(model)
    counts = count(result)
    assert counts == expected, counts
    assert np.max(np.abs(result[0][:, 2])) < 1e-8
    pairs = joined_atoms(model, result)
    expected_pairs = ["M1-X1", "M1-X2", "M2-X1", "M2-X2"]
    if distance == SHORT:
        expected_pairs.append("M1-M2")
    assert pairs == sorted(expected_pairs), pairs

    # Central curvatures from differences of the density itself.
    h = 1e-3
    probes = np.array([[0, 0, 0], [h, 0, 0], [-h, 0, 0],
                       [0, h, 0], [0, -h, 0]])
    rho = derivatives(probes, model)[0]
    numerical = np.array([rho[1] + rho[2] - 2 * rho[0],
                          rho[3] + rho[4] - 2 * rho[0]]) / h**2
    curvature = central_curvatures(distance)
    assert np.allclose(numerical, curvature, atol=2e-6, rtol=2e-5)

    print(f"M-M = {distance:.2f} bohr; X-X = {2*model[0][2,1]:.3f} bohr")
    print(f"  N, B, R, C = {counts}; bond paths: {', '.join(pairs)}")
    print(f"  centre rho_xx, rho_yy = {curvature[0]:.5f}, "
          f"{curvature[1]:.5f} e/bohr^5")
    print("  symmetry-unique points: x, y (bohr); rho (e/bohr^3); "
          "eigenvalues (e/bohr^5)")
    for i in np.lexsort((-result[1], result[3])):
        point = result[0][i]
        if point[0] > -1e-6 and point[1] > -1e-6:
            x, y = np.abs(point[:2])
            eig = ", ".join(f"{v:.4f}" for v in result[2][i])
            print(f"  {KINDS[result[3][i]]:7s} {x:.3f}, {y:.3f}; "
                  f"{result[1][i]:.5f}; {eig}")
    for level, chi in threshold_history(model, result):
        print(f"  threshold {level:.5f} e/bohr^3: Euler number {chi}")

    # Terminal atoms, one attached to each metal.
    terminal_x = distance / 2 + BOND
    terminals = np.array([[terminal_x, 0, 0], [-terminal_x, 0, 0]])
    extended = (np.vstack((model[0], terminals)),
                np.append(model[1], [N_X, N_X]))
    terminal_counts = count(critical_points(extended))
    assert terminal_counts == (6, expected[1] + 2, expected[2], 0)
    print(f"  with two terminal atoms: N, B, R, C = {terminal_counts}")

    # Charge-conserving transfer from the two metals to the ring centre.
    norm = (ALPHA / np.pi)**1.5
    transfer = curvature[1] / (
        2 * ALPHA * norm * (1 - np.exp(-ALPHA * (distance / 2)**2)))
    transfer_rings = []
    for factor in (0.97, 1.03):
        q = factor * transfer
        changed = (np.vstack((model[0], np.zeros(3))),
                   np.append(model[1] - np.array([q/2, q/2, 0, 0]), q))
        changed_counts = count(critical_points(changed))
        before = factor < 1
        rings = expected[2] if before else 3 - expected[2]
        assert changed_counts == (4, rings + 3, rings, 0), changed_counts
        transfer_rings.append(changed_counts[2])
    percent = 100 * abs(transfer) / model[1].sum()
    print(f"  reversing transfer, metals to centre: {transfer:.3f} e "
          f"({percent:.2f}% of all electrons)")
    print(f"  ring points at 97% and 103% of it: {transfer_rings}")

critical = change_distance(ALPHA)
for offset, rings in ((0.02, 1), (-0.02, 2)):
    found = count(critical_points(make_ring(critical + offset)))
    assert found == (4, rings + 3, rings, 0), found
print(f"M-M distance of change: {critical:.4f} bohr = "
      f"{critical*BOHR_IN_ANGSTROM:.4f} angstrom")

# Ring-point splitting just below the change, against its quartic expansion.
near = critical - 0.002
model = make_ring(near)
result = critical_points(model)
ring_points = result[0][result[3] == 2]
assert len(ring_points) == 2
measured = np.max(ring_points[:, 1])
centre_parts = model[1] * (ALPHA / np.pi)**1.5 * np.exp(
    -ALPHA * np.sum(model[0]**2, axis=1))
u2 = 2 * ALPHA * model[0][:, 1]**2
fourth = (2 * ALPHA)**2 * np.sum(centre_parts * (u2**2 - 6*u2 + 3))
predicted = np.sqrt(-6 * central_curvatures(near)[1] / fourth)
assert fourth > 0 and abs(measured / predicted - 1) < 0.01
print(f"0.002 bohr below change: y0 found {measured:.5f}, "
      f"expanded {predicted:.5f} bohr")
print(f"Fourth derivative there: {fourth:.5f} e/bohr^7")
for factor in (0.9, 1.1):
    shifted = change_distance(factor * ALPHA)
    print(f"Exponent {factor*ALPHA:.2f} bohr^-2: change at "
          f"{shifted:.4f} bohr, shift {shifted-critical:+.4f} bohr")
print("OK")
```

Printed output:

```
M, X electrons per atom: 12, 6
Gaussian exponent: 0.50 bohr^-2; M-X: 3.80 bohr
M-M = 5.60 bohr; X-X = 5.138 bohr
  N, B, R, C = (4, 4, 1, 0); bond paths: M1-X1, M1-X2, M2-X1, M2-X2
  centre rho_xx, rho_yy = 0.17870, 0.12714 e/bohr^5
  symmetry-unique points: x, y (bohr); rho (e/bohr^3); eigenvalues (e/bohr^5)
  nuclear 2.798, 0.000; 0.76248; -0.7625, -0.7588, -0.7581
  nuclear 0.000, 2.561; 0.38209; -0.3821, -0.3746, -0.3732
  bond    1.212, 1.453; 0.17333; -0.1733, -0.1713, 0.4414
  ring    0.000, 0.000; 0.05834; -0.0583, 0.1271, 0.1787
  threshold 0.57229 e/bohr^3: Euler number 2
  threshold 0.27771 e/bohr^3: Euler number 4
  threshold 0.11583 e/bohr^3: Euler number 0
  threshold 0.02917 e/bohr^3: Euler number 1
  with two terminal atoms: N, B, R, C = (6, 6, 1, 0)
  reversing transfer, metals to centre: 2.043 e (5.67% of all electrons)
  ring points at 97% and 103% of it: [1, 2]
M-M = 4.40 bohr; X-X = 6.197 bohr
  N, B, R, C = (4, 5, 2, 0); bond paths: M1-M2, M1-X1, M1-X2, M2-X1, M2-X2
  centre rho_xx, rho_yy = 0.51406, -0.08158 e/bohr^5
  symmetry-unique points: x, y (bohr); rho (e/bohr^3); eigenvalues (e/bohr^5)
  nuclear 2.198, 0.000; 0.76253; -0.7625, -0.7589, -0.7572
  nuclear 0.000, 3.089; 0.38209; -0.3821, -0.3765, -0.3711
  bond    0.933, 1.740; 0.17437; -0.1744, -0.1585, 0.4401
  bond    0.000, 0.000; 0.14177; -0.1418, -0.0816, 0.5141
  ring    0.000, 0.957; 0.12429; -0.1243, 0.1325, 0.2904
  threshold 0.57231 e/bohr^3: Euler number 2
  threshold 0.27823 e/bohr^3: Euler number 4
  threshold 0.15807 e/bohr^3: Euler number 0
  threshold 0.13303 e/bohr^3: Euler number -1
  threshold 0.06215 e/bohr^3: Euler number 1
  with two terminal atoms: N, B, R, C = (6, 7, 2, 0)
  reversing transfer, metals to centre: -1.410 e (3.92% of all electrons)
  ring points at 97% and 103% of it: [2, 1]
M-M distance of change: 4.8546 bohr = 2.5690 angstrom
0.002 bohr below change: y0 found 0.06342, expanded 0.06339 bohr
Fourth derivative there: 0.50370 e/bohr^7
Exponent 0.45 bohr^-2: change at 4.8478 bohr, shift -0.0068 bohr
Exponent 0.55 bohr^-2: change at 4.8655 bohr, shift +0.0108 bohr
OK
```
